# Parity of partially coherent imaging kernels and vanishing odd intensity

## 1. The symmetry argument

Inversion about a point turns an odd function into its negative. If an imaging kernel is odd and the mask is even, the field they produce together is odd about the centre of the mask. At the centre, the field must equal its own negative, so it is zero, and so is its intensity.

This argument needs kernels of definite parity. They are available when the source and the pupil are both inversion symmetric. The result is a statement about the odd kernels; the total intensity at the centre may be large, and the even kernels then supply it.

## 2. The imaging model

The model is scalar, with a thin mask whose spectrum does not depend on the illumination angle. Spatial frequencies $f$ and source points $s$ are two-component vectors in units of $\mathrm{NA}/\lambda$, and positions $x$ in the algebra are in units of $\lambda/\mathrm{NA}$.

Let $m(x)$ be the mask transmission at wafer scale and $M(f)$ its Fourier transform, with $m(x)=\int M(f)e^{2\pi i f\cdot x}df$. A source point $s$ sends a tilted plane wave, which shifts the mask spectrum in the pupil. Apart from a phase $e^{2\pi i s\cdot x}$, which does not affect intensity, the field is

$$E_s(x)=\int P(f+s)M(f)e^{2\pi i f\cdot x}\,df .$$

Different source points are mutually incoherent, so their intensities add:

$$I(x)=\int J(s)|E_s(x)|^2ds,\qquad \int J(s)\,ds=1 .$$

With $|P|=1$ inside the pupil and the source inside it too, a clear mask gives $I=1$. Writing the square as a double integral gives

$$I(x)=\iint T(f_1,f_2)M(f_1)M^*(f_2)e^{2\pi i(f_1-f_2)\cdot x}df_1df_2,$$

$$T(f_1,f_2)=\int J(s)P(s+f_1)P^*(s+f_2)\,ds .$$

This $T$ is the transmission cross-coefficient. It acts on functions by $(T\phi)(f)=\int T(f,g)\phi(g)dg$. It is Hermitian, since exchanging its arguments conjugates it. It is also non-negative, because

$$\int\phi^*T\phi\,df=\int J(s)\left|\int P^*(s+f)\phi(f)df\right|^2ds\ge0 .$$

For a bounded source and pupil, $T$ is bounded and vanishes outside a finite region. It is then a compact operator and has an orthonormal set of eigenfunctions, the coherent kernels:

$$T(f_1,f_2)=\sum_k\lambda_k\phi_k(f_1)\phi_k^*(f_2),\qquad \lambda_k\ge0 .$$

Inserting this in the intensity separates the two integrals:

$$I(x)=\sum_k\lambda_k|E_k(x)|^2,\qquad E_k(x)=\int\phi_k(f)M(f)e^{2\pi i f\cdot x}df .$$

## 3. Why the kernels can have parity

Assume $J(-s)=J(s)$ and $P(-f)=P(f)$. The pupil may be complex: defocus and other even aberrations are allowed. Replacing $s$ by $-s$ in the integral for $T$ gives

$$\begin{aligned}
T(-f_1,-f_2)&=\int J(-s)P(-s-f_1)P^*(-s-f_2)ds\\
&=\int J(s)P(s+f_1)P^*(s+f_2)ds=T(f_1,f_2).
\end{aligned}$$

Define inversion by $(\Pi\phi)(f)=\phi(-f)$. Changing $g$ to $-g$ and using the last result,

$$(\Pi T\phi)(f)=\int T(-f,-g)\phi(-g)dg=\int T(f,g)(\Pi\phi)(g)dg=(T\Pi\phi)(f).$$

Thus $\Pi T=T\Pi$. If $T\phi=\lambda\phi$, then $T(\Pi\phi)=\Pi T\phi=\lambda\Pi\phi$, so $\Pi$ keeps each eigenspace within itself. There $\Pi$ is Hermitian with $\Pi^2=1$. It can be diagonalized with eigenvalues $\pm1$, which gives an orthonormal basis of even and odd kernels.

If $\lambda$ is non-degenerate, $\Pi\phi$ must be a multiple $c\phi$, and $\Pi^2=1$ forces $c=\pm1$. Such a kernel has parity without any choice. If even and odd kernels share an eigenvalue, their mixtures are equally valid kernels without parity. The general result is therefore that the kernels can be chosen even or odd, not that every possible choice has parity.

## 4. The field at an inversion centre

Let $m(-x)=m(x)$. Then $M(-f)=M(f)$, even when $m$ is complex. For an odd kernel, changing $f$ to $-f$ gives

$$E_k(0)=\int\phi_k(-f)M(-f)df=-\int\phi_k(f)M(f)df=-E_k(0),$$

hence $E_k(0)=0$.

If the centre is at $x_0$, then $M(f)=e^{-2\pi i f\cdot x_0}M_e(f)$ with $M_e$ even. The phase cancels the factor $e^{2\pi i f\cdot x_0}$ in $E_k(x_0)$, and the same argument applies. A periodic mask that is even about the origin is also even about half a lattice vector $a/2$, since

$$m(a/2+x)=m(x-a/2)=m(a/2-x).$$

A two-dimensional cell therefore has four such centres: the origin, the two half-translations and their sum.

For an odd mask, $m(-x)=-m(x)$, the roles are exchanged: even kernels vanish at the centre and odd kernels may contribute. A single on-axis source point has the even kernel $P(f)$ and gives darkness there. An extended source can give light through its odd kernels.

## 5. Odd intensity without finding kernels

The projector on odd functions is $Q=(1-\Pi)/2$. Write $p_s(f)=P(s+f)$. Since $P(s-f)=P(f-s)=p_{-s}(f)$,

$$Qp_s=\tfrac12(p_s-p_{-s}).$$

The odd part of $T$ is $QTQ$, so its intensity is $\int J|E_s-E_{-s}|^2ds/4$. For an even mask, changing $f$ to $-f$ also gives

$$\begin{aligned}
E_{-s}(x)&=\int P(f-s)M(f)e^{2\pi i f\cdot x}df\\
&=\int P(f+s)M(f)e^{-2\pi i f\cdot x}df=E_s(-x).
\end{aligned}$$

Therefore

$$I_{\rm odd}(x)=\frac14\int J(s)|E_s(x)-E_s(-x)|^2ds .$$

This sum does not depend on how a degenerate space is divided into kernels. It vanishes at $x=0$ and is nowhere negative. Expanding each odd field to first order gives, close to the centre,

$$I_{\rm odd}(x)\simeq\sum_{k\,\rm odd}\lambda_k|x\cdot\nabla E_k(0)|^2 .$$

The odd intensity thus starts quadratically with distance, or more slowly where the gradients vanish.

## 6. How much of the imaging operator is odd

The trace of $T$ measures the total kernel weight before a mask is specified. From the projector,

$$\operatorname{Tr}T_{\rm odd}=\tfrac12(\operatorname{Tr}T-\operatorname{Tr}\Pi T).$$

Let $A(u)=\int P(g+u)P^*(g)dg$. Shifting the integration variable gives $A(-u)=A^*(u)$, while evenness of $P$ gives $A(-u)=A(u)$. Hence $A$ is real. The first trace is $\int J A(0)ds=A(0)$. For the second, set $g=f-s$:

$$\begin{aligned}
\operatorname{Tr}\Pi T&=\int J(s)\int P(s-f)P^*(s+f)df\,ds\\
&=\int J(s)\int P(g)P^*(g+2s)dg\,ds=\int J(s)A(2s)ds .
\end{aligned}$$

It follows that

$$\operatorname{Tr}T_{\rm odd}=\frac12\int J(s)[A(0)-A(2s)]ds .$$

Two opposite source points, each of weight $1/2$, make the meaning visible. Their kernels are proportional to $p_s\pm p_{-s}$. If $h(x)=\int P(f)e^{2\pi i f\cdot x}df$ is the pupil carried to position space, the same integral over $p_s$ gives $h(x)e^{-2\pi i s\cdot x}$. The even kernel is therefore $h$ times a cosine, and the odd one is $h$ times a sine.

For an in-focus circular pupil, $A(2s)$ is the overlap of two unit discs whose centres are $2\sigma$ apart, where $\sigma=|s|<1$. The overlap consists of two equal circular segments. Each is a sector of area $\arccos\sigma$ minus a triangle of area $\sigma\sqrt{1-\sigma^2}$. Since $A(0)=\pi$, the odd share is

$$w_{\rm odd}=\frac12\left[1-\frac2\pi\left(\arccos\sigma-\sigma\sqrt{1-\sigma^2}\right)\right].$$

For small $\sigma$, $\arccos\sigma\simeq\pi/2-\sigma$, so $w_{\rm odd}\simeq2\sigma/\pi$. It vanishes in the coherent limit. As $\sigma\to1$ the overlap disappears and the share tends to one half. At $\sigma=0.7$,

$$w_{\rm odd}=\tfrac12[1-0.6366(0.7954-0.4999)]=0.406 .$$

Direct diagonalization for two discs on a fine frequency grid gives the same 0.406.

**A degenerate case.** Put the two source points at $\pm1.2$ along one axis, outside the pupil. This is dark-field illumination. The two shifted pupils are disjoint, so $p_s$ and $p_{-s}$ are orthogonal kernels with equal eigenvalues, and neither has parity. For the mask of the next section, each gives centre intensity 0.0953. Their normalized sum and difference give 0.1905 and zero. The total is unchanged.

## 7. A worked dipole image

Take $\lambda=193$ nm and $\mathrm{NA}=1.35$. The source has two uniform circular poles centred at $\sigma=0.7$ on the $x$ axis, each of radius 0.2. The mask is a square cell of side 400 nm, with three clear slots in an opaque background. Each slot is 60 nm wide along $x$ and 160 nm long. One is at the origin and the others are at $\pm(120,50)$ nm. The stagger removes mirror symmetry but keeps inversion symmetry.

The mask is periodic, so frequency integrals become sums over diffraction orders spaced by

$$\frac{\lambda}{\mathrm{NA}\,L}=\frac{193}{1.35\times400}=0.357 .$$

In this discrete form $\operatorname{Tr}T=24.7$ is the average number of orders passed by the pupil. The leading kernels are:

| Kernel | Parity | Trace share | Centre $I$ | Slot-edge $I$ |
|---|---|---:|---:|---:|
| 1 | even | 0.543 | 0.7647 | 0.2517 |
| 2 | odd | 0.356 | 0 | 0.1499 |
| 3 | odd | 0.020 | 0 | 0.0002 |
| 4 | even | 0.019 | 0.0001 | 0.0000 |

The slot edge is the point $(30,0)$ nm. The total intensities are 0.7659 at the centre and 0.4029 at the edge. Halving the spacing of the source grid changes the centre value by 0.03% of itself. Sampling the source differently moves both totals and the larger table entries by a few units in the fourth decimal, so that digit is not settled. A much finer sampling gives totals of about 0.7663 and 0.4032, a centre value of 0.7651 and a share of 0.544 for kernel 1, and an edge value of 0.1501 for kernel 2. The last digit of some later values can move by one in the same way; the $x^2$ coefficient of Section 8 becomes $4.05\times10^{-4}\ \mathrm{nm}^{-2}$.

Odd kernels hold 40.6% of the trace and give nothing at the centre. This share is close to the two-point value, although the poles here are finite and the orders discrete. The agreement needs enough orders in the pupil: the share is 0.410 for a 350 nm cell and 0.378 for a 250 nm cell.

The consequence for a truncated kernel model depends on where it is examined. Kernel 1 alone supplies $0.7647/0.7659=99.8\%$ of the centre intensity, but $0.2517/0.4029=62.5\%$ of the edge intensity. Adding kernel 2 raises the edge value to 0.4016, or 99.7% of the total. For this symmetric mask and source, agreement at the centre does not test the weights or shapes of the odd kernels, as long as they remain odd.

The parity claim was tested with kernels from a diagonalization in which no parity was imposed. Among the 36 kernels with eigenvalues above $10^{-4}$ and more than $10^{-5}$ from their neighbours, the largest odd contribution at the centre was $4\times10^{-28}$, which is rounding error. With the source turned by 25 degrees and 80 nm of defocus, the corresponding figure for 46 kernels was $9\times10^{-29}$.

An odd mask shows the exchanged roles. Two 60 by 160 nm slots at $x=\pm60$ nm, with amplitudes $+1$ and $-1$, give centre intensity 0.235 with the same dipole. All of it comes from odd kernels.

## 8. Moving away from the centre

The coefficients of $x^2$ and $y^2$ in the odd intensity are $4.04\times10^{-4}$ and $2.2\times10^{-6}\ \mathrm{nm}^{-2}$. In this example the odd intensity rises far faster along $x$ than along $y$. The dipole direction alone does not decide this, because the field gradients also depend on the mask. The quadratic law is local: at $x=30$ nm it would give $900\times4.04\times10^{-4}=0.364$, while the full odd intensity is 0.151.

Resist diffusion averages the image over nearby points and brings odd kernels back. For a Gaussian blur with standard deviation $\rho$ along each axis, $\langle x^2\rangle=\langle y^2\rangle=\rho^2$ and $\langle xy\rangle=0$. With $\rho=5$ nm the quadratic estimate is

$$25(4.04\times10^{-4}+0.02\times10^{-4})=0.0102 .$$

Averaging the full odd intensity gives 0.0095, about 1.3% of the blurred centre intensity of 0.750.

## 9. When the symmetry is broken

An odd aberration, such as coma, or unequal poles adds to $T$ a perturbation $\delta T$ that connects even and odd functions. Consider an odd kernel $\phi_o$ whose eigenvalue is separated from the others. First-order perturbation theory adds even kernels $\phi_e$ to it. Its other first-order changes are odd and give no centre field. Hence

$$E'_o(0)\simeq\sum_{e}\frac{\langle\phi_e|\delta T|\phi_o\rangle}{\lambda_o-\lambda_e}E_e(0).$$

The field is first order in the defect, and the intensity is second order. Doubling coma from 0.001 to 0.002 waves rms multiplied the centre intensity of the leading odd kernel by 4.00. Doubling the pole imbalance from $\pm1\%$ to $\pm2\%$ multiplied it by 3.98. The expansion fails when an even eigenvalue comes too close to $\lambda_o$.

At 0.01 waves of coma this kernel, now mostly odd, gives $7\times10^{-5}$ at the centre. For pole weights changed by $\pm5\%$ it gives $6.5\times10^{-3}$. Imbalance does not change the total there: for an even mask and pupil $E_{-s}(0)=E_s(0)$, so moving weight between opposite points leaves the sum unchanged. It redistributes that sum among kernels.

An asymmetric mask acts differently. The kernels keep their parity, but the odd part of $M$ gives odd kernels a centre field. Moving the right-hand slot outward by 10 nm gives an odd centre intensity of $1.1\times10^{-4}$.

## 10. Polarization and the real process

At high NA the electric field has several components. Let a pupil direction $q=s+f$ contribute the amplitude $P(q)V_j(q)$ to component $j$. For a fixed linear polarization entering an ideal rotationally symmetric lens, the two transverse factors $V_x,V_y$ are even in $q$ and the axial factor $V_z$ is odd. In

$$T_j(f_1,f_2)=\int J(s)(PV_j)(s+f_1)(PV_j)^*(s+f_2)ds,$$

inversion gives two equal signs, whose product is $+1$. Each $T_j$, and their sum, commutes with $\Pi$. The parity theorem therefore survives in this vector model, though the intensity changes.

The wavelength and NA are typical of water-immersion ArF scanners. The dipole and slots are round illustrative choices, and the 120 nm spacing of neighbouring slots along $x$ is well above the two-beam pitch limit $\lambda/(2\mathrm{NA})\simeq71$ nm. The assumption that moves the centre intensity most, among those sized here, is scalar light. For a resist index of roughly 1.7, unpolarized vector light gives 0.653 instead of 0.766, a fall of 15%. Polarization along the slots gives 0.711, and polarization across them 0.594. This estimate omits interface reflections and the lens's angular intensity factor.

Other effects were varied one at a time from the scalar image. A defocus of 40 nm, measured inside the resist, lowers the centre intensity by 3.4% but preserves parity. A wafer-height error of 40 nm acts in the immersion water instead and lowers it by about 6%, for a water index of 1.437. A mask absorber roughly 60 nm thick, at fourfold reduction, casts a geometric shadow of about 3.6 nm at wafer scale. Narrowing every slot by that amount lowers the centre intensity by 7.1%. This is a crude indication: in a thick mask the spectrum depends on $s$, and a single mask-independent $T$ no longer describes the image. Reflections within the resist and stray light were not sized. The coma, imbalance and blur values are rough trial inputs, not properties of a particular scanner or resist.

Most of these values are listed in the numerical output below.

## Computed values

```
wavelength 193 nm, photon energy 6.424 eV, NA 1.35
dipole pole centre 0.7, radius 0.2 (NA/wavelength)
source points 2528, diffraction orders 121
cell 400 nm, order spacing 0.3574 NA/wavelength
slots 60 x 160 nm, side slots at +-(120, 50) nm
kernel: eigenvalue, share of trace, parity, I centre, I slot edge
  1: 13.39934 0.5433 even 0.764681 0.251675
  2: 8.77638 0.3559 odd  0.000000 0.149920
  3: 0.49407 0.0200 odd  0.000000 0.000198
  4: 0.46026 0.0187 even 0.000134 0.000001
  5: 0.28331 0.0115 even 0.000019 0.000086
  6: 0.25363 0.0103 odd  0.000000 0.000181
  7: 0.11951 0.0048 even 0.000008 0.000136
  8: 0.11659 0.0047 odd  0.000000 0.000070
smallest gap among first 9 eigenvalues 2.92e-03
trace of T 24.66139, odd share of trace 0.4064
total intensity at centre 0.765921 (clear field = 1)
total intensity at slot edge x=30 nm 0.402910
odd-kernel intensity at slot edge 0.150557
relative change of centre I, finer source 3.28e-04
unrestricted kernels, in focus: 36 isolated, largest odd centre I 4.4e-28
unrestricted kernels, tilted source, 80 nm defocus: 46 isolated, largest odd centre I 9.2e-29
odd curvature coefficients x, y: 4.044e-04, 2.201e-06 nm^-2
two-point odd share: closed 0.40594, grid 0.40592
degenerate pair, raw kernels: centre I 0.095261, 0.095261
same pair, even and odd: 0.190521, 1.4e-33
odd mask, centre I (all from odd kernels) 0.234971
leak ratio on doubling: coma 3.999, pole imbalance 3.977
neglected effects (sizes of causes are rough):
  coma 0.01 waves rms: leading odd kernel centre I 7.13e-05
  pole weights +-5 %: leading odd kernel centre I 6.47e-03
  vector centre I, resist index 1.7: x-pol 0.59433, y-pol 0.71075
  unpolarized vector: centre I 0.65254, change -14.80 %
  defocus 40 nm: centre I 0.74005, change -3.38 %
  resist blur 5 nm rms per axis: centre total 0.74989, odd part 9.45e-03
  right slot shifted 10 nm: odd centre I 1.10e-04
  absorber 60 nm, mask reduction 4: shadow 3.65 nm at wafer
  slots narrowed by shadow: centre I 0.71156, change -7.10 %
```
